**Accelerator coverage on the bottom of a copper-plated trench**

Collecting all initially adsorbed accelerator on a bottom of fixed width gives the coverage $q=q_0(1+2A)$, where $q_0$ is the initial coverage and $A$ the ratio of depth to width. Coverage one is reached at $A^*=(1/q_0-1)/2$, which is 9.5 for $q_0=0.05$. The program asserts that random adsorption followed by row-by-row collection reproduces $A^*$ for three initial coverages, within four standard errors plus one row of sites. It also asserts the coverage formula for three shallower trenches by random counting, and the slope of $A^*$ by finite differences. Numerical integration with immobile walls gives a saturation height of 9.5 widths for three growth laws, while the time falls as the acceleration grows. For walls that also grow inward, the integration is asserted to agree with the closed solution for two growth laws. When full coverage speeds growth twentyfold over a bare surface, the output shows saturation after a rise of 1.11 widths.

## Numerical check

```python
# Result under test: accelerator with uniform initial coverage q0 on the bottom
# and both walls of a long trench, all collected on a bottom of fixed width,
# gives coverage q0*(1 + 2*A), and hence coverage one at A = (1/q0 - 1)/2.
# A = depth/width. Coverage one means one full layer.
# Extension: walls also grow inward; growth speed is v0*(1 + g*coverage).
# In that model lengths are in trench widths and times in width/v0.
import numpy as np
from scipy.integrate import solve_ivp

rng = np.random.default_rng(20417)


def critical_aspect(q0):
    return (1.0 / q0 - 1.0) / 2.0


def random_sweep(q0, sites=200, trials=1000, layers=5000):
    """Raise a bottom row by row, collecting randomly adsorbed particles.
    Return mean saturation height / width and its standard error."""
    heights = np.empty(trials)
    for k in range(trials):
        on_bottom = np.count_nonzero(rng.random(sites) < q0)
        from_walls = np.cumsum(rng.binomial(2, q0, size=layers))
        full = on_bottom + from_walls >= sites
        assert full[-1], "simulated walls are too short"
        heights[k] = (np.argmax(full) + 1) / sites
    return heights.mean(), heights.std(ddof=1) / np.sqrt(trials)


def random_coverage(q0, aspect, sites=200, trials=2000):
    """Count all particles in trenches of given depth, per bottom site."""
    total_sites = sites + 2 * int(round(aspect * sites))
    values = np.empty(trials)
    for k in range(trials):
        values[k] = np.count_nonzero(rng.random(total_sites) < q0) / sites
    return values.mean(), values.std(ddof=1) / np.sqrt(trials)


def integrate_fill(q0, g, walls_move):
    """Integrate bottom height, wall advance and bottom inventory."""
    wall_speed = (1.0 + g * q0) if walls_move else 0.0

    def rates(t, state):
        height, advance, inventory = state
        coverage = inventory / (1.0 - 2.0 * advance)
        bottom_speed = 1.0 + g * coverage
        return [bottom_speed, wall_speed, 2.0 * q0 * bottom_speed]

    def saturated(t, state):
        return state[2] - (1.0 - 2.0 * state[1])

    saturated.terminal = True
    saturated.direction = 1
    run = solve_ivp(rates, (0.0, 50.0), [0.0, 0.0, q0], events=saturated,
                    rtol=1e-10, atol=1e-12, max_step=0.01)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0]


def moving_wall_solution(q0, g):
    """Closed solution at bottom coverage one."""
    u = 1.0 + g * q0
    b = 1.0 + 2.0 * g * q0
    open_width = ((q0 + b) / (q0 + b * q0)) ** (-u / b)
    advance = (1.0 - open_width) / 2.0
    height = (open_width / q0 - 1.0) / 2.0
    return advance / u, height, advance, open_width


q_start = 0.05
width_nm = 100.0
growth_gain = 19.0
a_star = critical_aspect(q_start)

print(f"initial coverage: {q_start:.2f}")
print(f"trench width: {width_nm:.0f} nm")
print(f"critical aspect ratio: {a_star:.3f}")
print(f"required depth: {a_star * width_nm:.1f} nm")
profile_nm = width_nm * (1.0 + 2.0 * a_star)
print(f"bottom plus wall length: {profile_nm:.1f} nm")
print(f"inventory as full-layer length: {q_start * profile_nm:.1f} nm")
print(f"aspect ratio if bottom share omitted: {0.5 / q_start:.3f}")

# Random adsorption and row-by-row collection against the closed result.
for q0 in (0.04, 0.05, 0.06):
    mean, error = random_sweep(q0)
    formula = critical_aspect(q0)
    # Four standard errors, plus at most one row of discretization.
    assert abs(mean - formula) < 4.0 * error + 1.0 / 200
    print(f"q0={q0:.2f}: critical aspect ratio {formula:.3f}, "
          f"simulated {mean:.3f} +/- {error:.3f}")

# Coverage after collection in trenches too shallow for saturation.
for aspect in (1.0, 2.0, 5.0):
    mean, error = random_coverage(q_start, aspect)
    formula = q_start * (1.0 + 2.0 * aspect)
    assert abs(mean - formula) < 4.0 * error
    print(f"aspect ratio {aspect:.0f}: final coverage {formula:.3f}, "
          f"simulated {mean:.4f} +/- {error:.4f}")

step = 1e-5
slope = (critical_aspect(q_start + step)
         - critical_aspect(q_start - step)) / (2.0 * step)
assert abs(slope + 1.0 / (2.0 * q_start**2)) < 1e-3
print(f"slope of critical aspect ratio with q0: {slope:.1f}")

# With immobile walls the growth law changes the time, not the height.
fixed_times = []
for g in (0.0, 5.0, growth_gain):
    time, state = integrate_fill(q_start, g, False)
    assert abs(state[0] - a_star) < 1e-6
    fixed_times.append(time)
    print(f"fixed walls, g={g:.0f}: height {state[0]:.4f} widths, "
          f"time {time:.4f} width/v0")
assert fixed_times[0] > fixed_times[1] > fixed_times[2]

# Moving walls: numerical boundary motion against the separated solution.
for g in (5.0, growth_gain):
    time, state = integrate_fill(q_start, g, True)
    t_exact, height, advance, open_width = moving_wall_solution(q_start, g)
    assert abs(time - t_exact) < 1e-7
    assert abs(state[0] - height) < 1e-6
    assert abs(state[1] - advance) < 1e-7
    assert 0.0 < open_width < 1.0 and 0.0 < height < a_star

print(f"moving-wall growth gain g: {growth_gain:.0f}")
print(f"speed ratio, full to bare surface: {1.0 + growth_gain:.0f}")
print(f"wall speed: {1.0 + growth_gain * q_start:.3f} v0")
print(f"moving walls, saturation time: {t_exact:.4f} width/v0")
print(f"moving walls, bottom rise: {height:.4f} widths")
print(f"moving walls, bottom rise: {height * width_nm:.1f} nm")
print(f"moving walls, advance of each wall: {advance:.4f} widths")
print(f"moving walls, remaining bottom width: {open_width:.4f} widths")
print(f"fixed-wall rise / moving-wall rise: {a_star / height:.2f}")
print("done: every assertion held")
```

Printed output:

```
initial coverage: 0.05
trench width: 100 nm
critical aspect ratio: 9.500
required depth: 950.0 nm
bottom plus wall length: 2000.0 nm
inventory as full-layer length: 100.0 nm
aspect ratio if bottom share omitted: 10.000
q0=0.04: critical aspect ratio 12.000, simulated 12.058 +/- 0.027
q0=0.05: critical aspect ratio 9.500, simulated 9.473 +/- 0.022
q0=0.06: critical aspect ratio 7.833, simulated 7.832 +/- 0.018
aspect ratio 1: final coverage 0.150, simulated 0.1503 +/- 0.0006
aspect ratio 2: final coverage 0.250, simulated 0.2502 +/- 0.0008
aspect ratio 5: final coverage 0.550, simulated 0.5500 +/- 0.0011
slope of critical aspect ratio with q0: -200.0
fixed walls, g=0: height 9.5000 widths, time 9.5000 width/v0
fixed walls, g=5: height 9.5000 widths, time 3.1372 width/v0
fixed walls, g=19: height 9.5000 widths, time 1.2252 width/v0
moving-wall growth gain g: 19
speed ratio, full to bare surface: 20
wall speed: 1.950 v0
moving walls, saturation time: 0.2151 width/v0
moving walls, bottom rise: 1.1095 widths
moving walls, bottom rise: 111.0 nm
moving walls, advance of each wall: 0.4195 widths
moving walls, remaining bottom width: 0.1610 widths
fixed-wall rise / moving-wall rise: 8.56
done: every assertion held
```
